Squared-gradient minimization of SCF energies: conditioning and spurious minima, part 1

(Sections cited here and not found follow in the second part.)

1. One angle and two angles

When an excited SCF solution is a saddle point of the energy, a method that lowers the energy slides off it from a general start. Squared-gradient minimization (SGM) lowers the squared length of the energy gradient instead. Hartree atomic units are used throughout, and Eh denotes the hartree.

Let the energy depend on a single orbital-mixing angle θ, and define Δ = (E′)². The chain rule and then the product rule give

Δ′ = 2 E′ E″
Δ″ = 2 (E″)² + 2 E′ E‴

Δ′ vanishes in two ways. Where E′ = 0 we have Δ = 0, the lowest value a square can take, and Δ″ = 2(E″)² is positive whether E has a minimum or a maximum there, provided E″ ≠ 0. Where E″ = 0 and E′ ≠ 0, at an inflection of E, Δ is stationary although the SCF condition fails, and Δ″ = 2E′E‴ can have either sign. The cubic E = μθ + Tθ³/6 with T > 0 shows both cases:

Δ = (μ + Tθ²/2)²

For μ < 0 there are two zeros, θ = ±√(−2μ/T), and the inflection θ = 0 is a maximum of Δ between them, since Δ″(0) = 2μT < 0. For μ > 0 the energy has no stationary point, and θ = 0 is a minimum of Δ of height μ². This is a spurious minimum. At μ = 0 the two solutions merge and Δ = T²θ⁴/4 has no quadratic term.

With two angles and E = ½(λ₁θ₁² + λ₂θ₂²), the gradient is (λ₁θ₁, λ₂θ₂) and

Δ = λ₁²θ₁² + λ₂²θ₂²

The curvatures of E are λ₁ and λ₂; those of Δ are 2λ₁² and 2λ₂². The signs are lost, which turns a saddle into a minimum, and the ratio of the curvatures is squared.

2. Orbital rotations, gradient and Hessian

Take closed-shell Hartree–Fock with real orthonormal orbitals, the columns of C; i, j label occupied and a, b virtual orbitals. Matrices are written in the basis of the current orbitals. With the spin-summed density matrix γ, the core Hamiltonian h and two-electron integrals (pq|rs),

E = tr(hγ) + ½ tr(γ G[γ]) + V_nn
G[γ]_pq = Σ_rs [(pq|rs) − ½(pr|qs)] γ_rs

and the Fock matrix is F = h + G[γ]. The permutation symmetry of real integrals makes tr(A G[B]) = tr(B G[A]) for symmetric A and B. Since E is quadratic in γ, exactly

E(γ + δγ) = E(γ) + tr(F δγ) + ½ tr(δγ G[δγ])     (1)

New orbitals are C exp X with X antisymmetric, X_ai = k_ai = −X_ia, and all other elements zero. The N numbers k_ai, in radians, are the coordinates. Let P be the projector on the occupied orbitals, so γ = 2P at k = 0. Because (exp X)ᵀ = exp(−X),

γ(k) = 2 e^X P e^(−X) = 2 (P + [X,P] + ½[X,[X,P]] + …)

Write k for the virtual–occupied block. XP keeps the occupied columns of X, which hold the block k; PX keeps the occupied rows, which hold the block −kᵀ. So Y = [X,P] is symmetric, with Y_ai = Y_ia = k_ai and nothing else. Block multiplication gives XY = diag(−kᵀk, kkᵀ) and YX = diag(kᵀk, −kkᵀ), occupied block first, so [X,Y] = diag(−2kᵀk, 2kkᵀ). Therefore

δγ = 2Y + 2 diag(−kᵀk, kkᵀ) + O(k³)

The first-order part of (1) is 2 tr(FY) = 4 Σ F_ai k_ai, each k_ai occurring twice in Y. The gradient is

g_ai = 4 F_ai     (2)

The second-order part has two pieces. From tr(F δγ) comes 2 Σ F_ab k_ai k_bi − 2 Σ F_ij k_ai k_aj. The elements F_ai do not enter, because the second-order density is block diagonal, so nothing here assumes g = 0. From the last term of (1) comes 2 Σ Y_pq Y_rs [(pq|rs) − ½(pr|qs)]. The pair pq is ai or ia and rs is bj or jb. The four Coulomb terms are equal and give 4(ai|bj). The four exchange integrals (pr|qs) are (ab|ij), (aj|ib), (ib|aj) and (ij|ab), which sum to 2(ab|ij) + 2(aj|bi); the factor −½ leaves −(ab|ij) − (aj|bi). Equating the total to ½ Σ k_ai H_ai,bj k_bj,

H_ai,bj = 4(δ_ij F_ab − δ_ab F_ij) + 4[4(ai|bj) − (ab|ij) − (aj|bi)]     (3)

H is symmetric under ai ↔ bj. Its eigenvalues are called λ, and the number of negative ones at a stationary point is the index. The index refers to the space of rotations allowed, here real and spin-restricted.

3. The gradient of Δ

SGM evaluates (2) afresh at each set of orbitals, so for rotated orbitals

g_ai(k) = 4 [e^(−X) F(γ(k)) e^X]_ai,   Δ(k) = Σ_ai g_ai(k)²

Mixing the occupied orbitals among themselves by an orthogonal U_o and the virtual ones by U_v turns the block g into U_vᵀ g U_o, which has the same sum of squares. Δ therefore depends only on the determinant.

This g(k) is the gradient in the rotated frame, not ∂E/∂k at finite k, so its Jacobian has to be computed. To first order the bracket is F + FX − XF + G[2Y]. Since X has no occupied–occupied or virtual–virtual elements,

(FX)_ai = Σ_b F_ab k_bi,   (XF)_ai = Σ_j k_aj F_ji

and, with rs running over bj and jb,

G[2Y]_ai = 2 Σ_bj k_bj [2(ai|bj) − ½(ab|ij) − ½(aj|ib)]

Four times the sum of these terms is Σ_bj H_ai,bj k_bj with H from (3). Using single labels l, m, p for the pairs ai,

g_p(k) = g_p + Σ_l H_pl k_l + ½ Σ_lm S_plm k_l k_m + O(k³)     (4)

where S, symmetric in l and m, is defined as the second derivative of the rotated-frame gradient. Differentiating Δ = Σ_p g_p(k)² at k = 0 gives ∂Δ/∂k_l = 2 Σ_p g_p H_pl, and by the symmetry of H

∇Δ = 2 H g     (5)

at any set of orbitals, stationary or not.

H need not be built. Let n = g/|g| and evaluate g at k = ±hn. In the difference the even orders in h cancel, the constant and the S term among them, so g(hn) − g(−hn) = 2h Hn + O(h³) and

Hg = |g| [g(hn) − g(−hn)] / (2h) + O(h²)     (6)

One SGM step costs three Fock builds, one for g and two for (6).

The numerical check tests (2), (3) and (5) against finite differences of E and Δ for water at randomly rotated orbitals, where |g| = 9.317 Eh and |2Hg| = 1470.34 Eh². The difference gradient of Δ departs from 2Hg by 1.9 × 10⁻¹⁰ relative to |2Hg|. Halving h in (6) from 0.02 to 0.01 divides the error by 4.0000, as an h² error requires. The invariance of Δ is tested at the same point.

4. The Hessian of Δ and true solutions

Squaring (4) and collecting the terms quadratic in k gives |Hk|² + Σ g_p S_plm k_l k_m. Twice differentiated,

(∇²Δ)_lm = 2 (H²)_lm + 2 Σ_p g_p S_plm     (7)

When the orbital manifold is flat in the coordinates used, so that g(k) = ∂E/∂k everywhere, S is the tensor T of third derivatives of E. In general one contraction of S is still a plain third derivative. Along the path k = sn, with X = sX_n, the identity e^((s+ε)X_n) = e^(sX_n) e^(εX_n) shows that dE/ds = n·g(sn) exactly. Differentiating twice more and using (4),

T_nnn ≡ d³E/ds³ = Σ n_p S_plm n_l n_m     (8)

At an SCF solution g = 0. Then Δ = 0, a global minimum because Δ ≥ 0, and ∇²Δ = 2H² has the eigenvectors of H and the eigenvalues 2λ². If no λ vanishes, the minimum is strict and quadratic for a solution of any index. All solutions have the same value Δ = 0, so Δ carries no information on which one is wanted; the starting orbitals and the path of the descent decide that, and a preconditioner (part 5) can lead the same start to a different solution.

If H has a null vector n at the solution, the point is still a global minimum, but not a quadratic one. On the line k = sn, (4) gives g_p = ½s² Σ S_plm n_l n_m. The components of this vector along eigenvectors with λ ≠ 0 can be cancelled by an extra displacement of order s² along them. The component along n cannot, and by (8) it is ½T_nnn s². Along the floor of the valley, for a single null vector,

Δ = T_nnn² s⁴ / 4 + O(s⁵)     (9)

If the null vector comes from a continuous symmetry that the solution breaks, g = 0 on the whole family of equivalent solutions, and Δ is zero along it.

5. Conditioning

Near a solution with nonsingular H, (4) says that a step δk changes the gradient by Hδk to leading order. With a fixed step length η, three iterations take the form g ← (1 − ηM)g.

Descent on E: δk = −ηg, so M = H.
SGM: δk = −2ηHg, so M = 2H².
Preconditioned SGM: δk = −2ηD⁻²Hg, so M = 2HD⁻²H. Here D is diagonal, D_ai = 4(ε_a − ε_i), the first term of (3) in orbitals that diagonalize the two blocks of F.

The component of g along an eigenvector of M with eigenvalue μ is multiplied by 1 − ημ in each step. For descent on E a negative λ gives the factor 1 + η|λ| > 1 for every η > 0, which is the collapse from an excited solution. For SGM every μ is positive.

For positive μ between μ_min and μ_max, the slowest factor is the larger of |1 − ημ_min| and |1 − ημ_max|. Near the optimum the first is 1 − ημ_min, falling with η, and the second is ημ_max − 1, rising. They cross at η = 2/(μ_max + μ_min). With the condition number c = μ_max/μ_min the common value is

ρ = (c − 1)/(c + 1)     (10)

The number of iterations per factor of ten is ln 10/(−ln ρ). Since −ln ρ = ln(1 + 1/c) − ln(1 − 1/c) = 2/c + O(1/c³), this is (c/2) ln 10 ≈ 1.1513 c for large c. Define κ = max|λ|/min|λ|. At a minimum of E, descent on E has c = κ. SGM has μ = 2λ² and so c = κ² at any nondegenerate solution. The lower end μ_min comes from the smallest |λ|, which need not belong to a negative λ; at the optimal η that mode and the one with the largest |λ| decay equally slowly. These rates hold for fixed-step descent in the linear regime; quasi-Newton methods have other rates, but the function they see still has the curvature 2H².

Preconditioning can lower c, but it does not undo the square. Because HD⁻²H = (HD⁻¹)(HD⁻¹)ᵀ, its eigenvalues are the squared singular values σ² of HD⁻¹. If HD⁻¹v = νv, then |ν| = |HD⁻¹v|/|v| lies between σ_min and σ_max, so σ_max/σ_min ≥ max|ν|/min|ν|. For positive D, the matrix HD⁻¹ is similar to D^(−1/2) H D^(−1/2), the preconditioned energy Hessian, and the ν are its eigenvalues. At a minimum of E with positive D, the condition number of preconditioned SGM is thus at least the square of that of descent on E preconditioned with D⁻¹. In an excited determinant an occupied orbital can lie above a virtual one, which makes an element of D negative. D⁻² is still positive if no element of D vanishes, so preconditioned SGM remains usable, but this comparison with descent on E no longer applies.

Full second-order information does remove the square. Keeping only 2H² in (7), the Gauss–Newton step is −(2H²)⁻¹ 2Hg = −H⁻¹g, the Newton step for g = 0, at the price of solving a linear system with H, which is indefinite at a saddle point of E.

6. Worked example: water

The level is RHF/STO-3G with O–H = 1.8 bohr and an angle of 104°, which gives N = 10 rotations. The ground state has E = −74.962337 Eh. The determinant with the 1b₁ pair moved to 4a₁ converges to E = −73.837129 Eh, higher by 1.1252 Eh = 30.6 eV. That number belongs to a minimal basis and a single determinant and is not a spectroscopic prediction; in 6-31G it is 22.1 eV and in cc-pVDZ 21.5 eV. The condition numbers below also belong to this basis. In cc-pVDZ, κ² is about 4600 for the ground state and 60000 for the excited determinant, while the indices stay 0 and 1.

Ground state. All λ are positive, from 2.1186 to 80.735 Eh, so

κ = 80.735/2.1186 = 38.11,   κ² = 1452

The Hessian of Δ built by finite differences has extreme eigenvalues 8.9773 and 13036.2 Eh². They equal 2 × 2.1186² = 8.977 and 2 × 80.735² = 13036 to the rounding of λ, and their ratio is 1452.1. Descent on E needs 43.86 iterations per decade by (10). SGM needs 1.1513 × 1452.1 = 1672, about κ times more, each at three Fock builds.

Excited determinant. The spectrum begins −2.4478, 0.46661, 0.7315 Eh and ends at 82.099 Eh; the index is 1. Descent on E with η = 1/λ_max multiplies the negative mode by (1 + 2.4478/82.099)⁴⁰ = 3.239 in 40 steps, and the measured growth is 3.2387. The Hessian of Δ is positive definite, from 0.43546 Eh² (2 × 0.46661² = 0.43545) to 13480.4 Eh². The condition number is set by the small positive eigenvalue:

κ = 82.099/0.46661 = 175.95,   κ² = 30957

and SGM needs 1.1513 × 30957 = 35640 iterations per decade.

The program tests these rates by running the nonlinear iteration, with (6) for Hg, from a very small displacement and comparing every mode with (1 − ημ) raised to the number of steps. The measured counts, 43.862, 1671.8 and 35640, agree with (10) in all printed digits. For the slow cases they are rates taken from a run that covers only part of a decade.

Preconditioning acts very unequally on the two states. For the ground state c falls from 1452 to 4.389, or 4.96 iterations per decade. For the excited determinant it falls from 30957 to 538.9, or 620 iterations per decade, so that σ_max/σ_min = √538.93 = 23.2 against √4.3894 = 2.10. Setting bj = ai in (3) shows what D leaves out of the diagonal, namely 4[3(ai|ai) − (aa|ii)]. D also omits every off-diagonal element of H; which omission causes the difference between the two states is not examined here. The excited determinant has one negative element of D, −0.65 Eh, the case mentioned in part 5. The contrast persists in larger bases with other numbers: in cc-pVDZ the preconditioned c is about 12 for the ground state and 1000 for the excited determinant.

7. Spurious stationary points

By (5), Δ is stationary where Hg = 0. If det H ≠ 0 this forces g = 0. A stationary point with g ≠ 0 therefore needs a singular Hessian with the gradient as a null vector. That is one condition, det H = 0, and N − 1 conditions on the direction of g, for N unknowns, so isolated points are to be expected. They are also robust. The Jacobian of the N equations ∇Δ = 0 is ∇²Δ, and where it is nonsingular the implicit function theorem says that the point persists under small changes of geometry, basis or field.

Hg = 0 is necessary for a spurious minimum and not sufficient. With n = g/|g| and Hn = 0, (7) and (8) give the curvature along the gradient,

nᵀ(∇²Δ)n = 2|g| T_nnn     (11)

A minimum needs T_nnn ≥ 0 and, beyond that, a positive semidefinite matrix (7). T_nnn > 0 means that the slope dE/ds, equal to |g| at the point, grows in both directions along n: the energy has a shoulder. For T_nnn < 0 the slope is at its steepest and the point is a saddle or maximum of Δ. Such points do not trap a descent from a general start.

For small |g| and a single null vector, T_nnn > 0 is enough. In the eigenbasis of H, the block of (7) orthogonal to n is diag(2λ²) + O(|g|), positive definite, and the elements coupling it to n are O(|g|). Eliminating that block changes (11) only by O(|g|²), which cannot reverse the sign of a term of order |g|.

The location of a spurious point depends on the norm, while a solution does not. In flat coordinates, with a constant positive definite symmetric W, Δ_W = gᵀWg has ∇Δ_W = 2HWg. Its zeros are still g = 0, but its spurious points need Wg, not g, to be the null vector. A positive definite preconditioner applied to ∇Δ, as in part 5, changes the path and leaves all stationary points where they are.

Every SCF solution with nonsingular H is a strict minimum of Δ, at the price of a squared condition number, while spurious stationary points require the nonzero gradient to be a null vector of H. It remains to show how spurious minima arise next to a fold, where two solutions merge, and to work this out for H₂ in an axial field.
